**Frozen phonon absorption and the low-temperature polar-optical mobility**

For dilute electrons of mass $m$ scattered only by polar optical phonons of energy $\omega_0$, the mobility at $T\ll\omega_0$ is $\mu=(e^{\omega_0/T}-1)/(2\alpha\omega_0m)\,[1+\tfrac{55}{36}T/\omega_0+\dots]$ in atomic units, with $T$ an energy and $\alpha$ the dimensionless polar coupling. The program asserts the energy shift of a displaced oscillator, and compares the scattering rates and mean deflection cosines with a direct golden-rule integration. It asserts that the Boltzmann mobility at $T/\omega_0=0.5$ agrees with a particle simulation of the velocity correlation within four standard errors; the output shows 6.045 against 6.049 ± 0.028 in units of $1/(2\alpha\omega_0m)$. It also asserts the two-level low-temperature formula, the coefficients 55/36 and 5/12 (with and without in-scattering), and the local activation energy at $T/\omega_0=0.02$. For a rigidly drifted Maxwellian it asserts the momentum-loss rate and, at three temperatures, that the resulting mobility lies below the Boltzmann value. For the model parameters, the output shows the mobility rising from about $9.0\times10^3$ cm²/(V s) at 300 K to $3.3\times10^6$ cm²/(V s) at 60 K.

## Numerical check

```python
"""
Result under test: for electrons scattered only by polar optical phonons,
    mobility -> (exp(w0/T) - 1) / (2 alpha w0 m) * (1 + (55/36) T/w0 + ...)
when T << w0, because electrons below the emission threshold can only absorb.

Hartree atomic units. m: band mass, w0: phonon energy, T: thermal energy,
t = T/w0, x = electron energy/w0, N: phonon occupation,
inv_kappa = 1/eps_inf - 1/eps_static, alpha = inv_kappa sqrt(m/(2 w0)).
Scaled rates are in units of 2 alpha w0, scaled mobilities in 1/(2 alpha w0 m).
The Boltzmann equation couples only energies y, y+1, y+2, ... (a ladder).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma

hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
mobility_cm2 = const.e * bohr**2 / const.hbar * 1e4

mass = 0.07
phonon_mev = 35.0
eps_inf, eps_static = 11.0, 13.0
w0 = phonon_mev * 1e-3 * const.e / hartree
inv_kappa = 1 / eps_inf - 1 / eps_static
alpha = inv_kappa * np.sqrt(mass / (2 * w0))
rate_unit = 2 * alpha * w0
mobility_unit = 1 / (rate_unit * mass)


def occupation(t):
    return 1 / np.expm1(1 / t)


def mean_cosine(x):
    """Mean deflection cosine between energies x and x+1."""
    return ((2 * x + 1) / (2 * np.sqrt(x * (x + 1)))
            - 1 / (2 * np.arcsinh(np.sqrt(x))))


# Energies y in (0,1), with y = u^2 to remove square-root endpoints
nodes, node_weights = np.polynomial.legendre.leggauss(200)
u = (nodes + 1) / 2
y = u**2
dy = node_weights * u
RUNGS = 40
x_ladder = y[:, None] + np.arange(RUNGS)


def thermal_weight(t):
    """Normalized mobility weight x^(3/2) exp(-x/t), with quadrature."""
    w = x_ladder**1.5 * np.exp(-x_ladder / t)
    return w * dy[:, None] / (gamma(2.5) * t**2.5)


def collision_matrix(t):
    """Scaled collision operator acting on the relaxation time."""
    n_ph = occupation(t)
    x = x_ladder
    up = np.arcsinh(np.sqrt(x)) / np.sqrt(x)
    down = np.zeros_like(x)
    down[:, 1:] = np.arcsinh(np.sqrt(x[:, :-1])) / np.sqrt(x[:, 1:])
    cosine = mean_cosine(x[:, :-1])
    speed_ratio = np.sqrt(x[:, 1:] / x[:, :-1])
    matrix = np.zeros((len(y), RUNGS, RUNGS))
    i = np.arange(RUNGS)
    matrix[:, i, i] = n_ph * up + (n_ph + 1) * down
    matrix[:, i[:-1], i[1:]] = -n_ph * up[:, :-1] * cosine * speed_ratio
    matrix[:, i[1:], i[:-1]] = (-(n_ph + 1) * down[:, 1:]
                                * cosine / speed_ratio)
    return matrix


def full_solution(t):
    """Scaled mobility times N, and its share from energies below w0."""
    n_ph = occupation(t)
    matrix = collision_matrix(t)
    rhs = np.full((len(y), RUNGS, 1), n_ph)
    matrix[:, 0, :] /= n_ph
    rhs[:, 0, 0] = 1.0
    tau_times_n = np.linalg.solve(matrix, rhs)[:, :, 0]
    parts = (thermal_weight(t) * tau_times_n).sum(axis=0)
    return parts.sum(), parts[0] / parts.sum()


def no_in_scattering(t):
    """Scaled mobility times N if scattering back in is dropped."""
    i = np.arange(RUNGS)
    out_rate = collision_matrix(t)[:, i, i]
    return (thermal_weight(t) * occupation(t) / out_rate).sum()


def two_level(t):
    """Scaled mobility times N from absorption followed by emission."""
    tau = np.sqrt(y) / (np.arcsinh(np.sqrt(y)) * (1 - mean_cosine(y)**2))
    return (thermal_weight(t)[:, 0] * tau).sum()


def drifted_rate(t):
    """Scaled momentum-loss rate over N for a drifted Maxwellian."""
    row_sums = collision_matrix(t).sum(axis=2)
    return (thermal_weight(t) * row_sums).sum() / occupation(t)


# Test: energy shift of a linearly displaced oscillator is -g^2/frequency
g, freq, size = 0.5, 1.3, 50
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
oscillator = freq * np.diag(np.arange(size)) + g * (lower + lower.T)
shift = np.linalg.eigvalsh(oscillator)[0]
assert abs(shift + g**2 / freq) < 1e-10


# Test: golden-rule rates and deflections by integration over phonon q
def golden_rule(x, sign):
    """Rate per occupation factor and mean cosine; sign +1 absorbs."""
    k = np.sqrt(2 * mass * w0 * x)
    k0 = np.sqrt(2 * mass * w0)
    q_max = k + np.sqrt(k**2 + k0**2) + 0.3 * k0
    n_q, n_c = 3000, 800
    q = ((np.arange(n_q) + 0.5) * q_max / n_q)[:, None]
    c = (-1 + (np.arange(n_c) + 0.5) * 2 / n_c)[None, :]
    mismatch = q**2 / (2 * mass) + k * q * c / mass - sign * w0
    width = 0.02 * w0
    delta = (np.exp(-0.5 * (mismatch / width)**2)
             / (width * np.sqrt(2 * np.pi)))
    coupling = 2 * np.pi * w0 * inv_kappa / q**2
    density = 2 * np.pi * q**2 / (2 * np.pi)**3
    terms = 2 * np.pi * coupling * density * delta
    terms = terms * (q_max / n_q) * (2 / n_c)
    k_final = np.sqrt(k**2 + q**2 + 2 * k * q * c)
    rate = terms.sum()
    cosine = (terms * (k + q * c) / k_final).sum() / max(rate, 1e-300)
    return rate, cosine


x_abs, x_emi = 0.4, 1.6
abs_rate, abs_cos = golden_rule(x_abs, +1)
emi_rate, emi_cos = golden_rule(x_emi, -1)
blocked_rate, _ = golden_rule(0.7, -1)
abs_formula = rate_unit * np.arcsinh(np.sqrt(x_abs)) / np.sqrt(x_abs)
emi_formula = rate_unit * np.arcsinh(np.sqrt(x_emi - 1)) / np.sqrt(x_emi)
# Tolerances cover the finite width of the Gaussian energy conservation
assert abs(abs_rate / abs_formula - 1) < 3e-3
assert abs(emi_rate / emi_formula - 1) < 3e-3
assert abs(abs_cos - mean_cosine(x_abs)) < 3e-3
assert abs(emi_cos - mean_cosine(x_emi - 1)) < 3e-3
assert blocked_rate < 1e-12 * rate_unit


# Test: mobility from the velocity correlation of simulated particles
def simulated_mobility(t, particles=400000, events=30, seed=7):
    rng = np.random.default_rng(seed)
    n_ph = occupation(t)
    x = rng.gamma(1.5, t, particles)
    x_start = x.copy()
    direction = np.ones(particles)
    total = np.zeros(particles)
    for _ in range(events):
        up = n_ph * np.arcsinh(np.sqrt(x)) / np.sqrt(x)
        down = ((n_ph + 1) * np.arcsinh(np.sqrt(np.maximum(x - 1, 0)))
                / np.sqrt(x))
        total += np.sqrt(x_start * x) * direction / (up + down)
        absorbs = rng.random(particles) * (up + down) < up
        x_new = np.where(absorbs, x + 1, x - 1)
        a, b = x + x_new, 2 * np.sqrt(x * x_new)
        c = (a - (a + b) * ((a - b) / (a + b))**rng.random(particles)) / b
        c = np.clip(c, -1, 1)
        azimuth = 2 * np.pi * rng.random(particles)
        side = np.sqrt((1 - direction**2) * (1 - c**2))
        direction = np.clip(direction * c + side * np.cos(azimuth), -1, 1)
        x = x_new
    total *= 2 / (3 * t)
    return total.mean(), total.std() / np.sqrt(particles)


t_sim = 0.5
sim_value, sim_error = simulated_mobility(t_sim)
ladder_value = full_solution(t_sim)[0] / occupation(t_sim)
assert sim_error < 0.015 * ladder_value
assert abs(sim_value - ladder_value) < 4 * sim_error

# Test: two-level formula, exact up to exponentially small terms
two_level_errors = [abs(two_level(t) / full_solution(t)[0] - 1)
                    for t in (0.1, 0.05)]
assert two_level_errors[0] < 1e-3
assert two_level_errors[1] < 1e-6


# Test: first low-temperature coefficients by extrapolation to t = 0
def first_coefficient(function):
    return 2 * (function(0.01) - 1) / 0.01 - (function(0.02) - 1) / 0.02


coef_full = first_coefficient(lambda t: full_solution(t)[0])
coef_out = first_coefficient(no_in_scattering)
assert abs(coef_full - 55 / 36) < 5e-3
assert abs(coef_out - 5 / 12) < 5e-3


# Test: local activation energy in units of w0
def log_mobility(inverse_t):
    t = 1 / inverse_t
    return np.log(full_solution(t)[0] / occupation(t))


def activation(t, h=0.1):
    return (log_mobility(1 / t + h) - log_mobility(1 / t - h)) / (2 * h)


t_act = 0.02
# The allowance is for the next term, of order t^3
assert abs(activation(t_act) - (1 - 55 / 36 * t_act**2)) < 10 * t_act**3

# Test: momentum-loss rate of a drifted Maxwellian, and its bound
for t in (0.05, 0.25, 0.7):
    mean_root = quad(lambda v: 2 * v**2 * np.exp(-v**2 / t)
                     * np.sqrt(1 + v**2), 0, np.sqrt(40 * t),
                     epsabs=1e-13)[0] / (gamma(1.5) * t**1.5)
    assert abs(drifted_rate(t) / (2 * mean_root / (3 * t)) - 1) < 1e-7
    assert 1 / drifted_rate(t) < full_solution(t)[0]

print(f"band mass = {mass:.2f} electron masses")
print(f"phonon energy = {phonon_mev:.1f} meV = {w0:.6e} hartree")
print(f"phonon temperature w0/kB = {w0 * hartree / const.k:.1f} K")
print(f"eps_inf = {eps_inf:.1f}, eps_static = {eps_static:.1f}")
print(f"1/kappa = {inv_kappa:.6f}, alpha = {alpha:.5f}")
print(f"rate unit 2 alpha w0 = {rate_unit:.5e} a.u.")
rate_si = rate_unit * hartree / const.hbar
print(f"rate unit 2 alpha w0 = {rate_si:.4e} 1/s")
print(f"mobility unit = {mobility_unit:.1f} a.u.")
print(f"mobility unit = {mobility_unit * mobility_cm2:.1f} cm^2/(V s)")
print("golden rule, rates per occupation factor in 2 alpha w0:")
print(f" absorb x={x_abs}: integral {abs_rate / rate_unit:.5f},"
      f" formula {abs_formula / rate_unit:.5f}")
print(f" emit x={x_emi}: integral {emi_rate / rate_unit:.5f},"
      f" formula {emi_formula / rate_unit:.5f}")
print(f" mean cosine x={x_abs}: integral {abs_cos:.5f},"
      f" formula {mean_cosine(x_abs):.5f}")
print(f"scaled mobility at t={t_sim}: Boltzmann {ladder_value:.4f}")
print(f" simulation {sim_value:.4f} +- {sim_error:.4f}")
print(f"two-level relative error, t=0.10: {two_level_errors[0]:.2e}")
print(f"two-level relative error, t=0.05: {two_level_errors[1]:.2e}")
print(f"coefficient of t, full: {coef_full:.4f}; 55/36 = {55 / 36:.4f}")
print(f"coefficient of t, no in-scattering: {coef_out:.4f};"
      f" 5/12 = {5 / 12:.4f}")
print("mobilities in cm^2/(V s); lead = unit*(exp(w0/T)-1)")
print("T(K)   t       N          full       lead       drifted")
temperatures = (60, 80, 100, 150, 200, 300)
rows = []
for kelvin in temperatures:
    t = const.k * kelvin / hartree / w0
    n_ph = occupation(t)
    product, share = full_solution(t)
    lead = mobility_unit * mobility_cm2 / n_ph
    rows.append((kelvin, t, product, share))
    print(f"{kelvin:3d}  {t:.4f}  {n_ph:.3e}  {product * lead:.3e}"
          f"  {lead:.3e}  {lead / drifted_rate(t):.3e}")
print("T(K)  full/lead  1+(55/36)t  share below w0  activation/w0")
for kelvin, t, product, share in rows:
    print(f"{kelvin:3d}   {product:.4f}     {1 + 55 / 36 * t:.4f}"
          f"      {share:.5f}         {activation(t):.4f}")
print("no test failed")
```

It prints:

```
band mass = 0.07 electron masses
phonon energy = 35.0 meV = 1.286226e-03 hartree
phonon temperature w0/kB = 406.2 K
eps_inf = 11.0, eps_static = 13.0
1/kappa = 0.013986, alpha = 0.07296
rate unit 2 alpha w0 = 1.87679e-04 a.u.
rate unit 2 alpha w0 = 7.7589e+12 1/s
mobility unit = 76117.6 a.u.
mobility unit = 3238.3 cm^2/(V s)
golden rule, rates per occupation factor in 2 alpha w0:
 absorb x=0.4: integral 0.94319, formula 0.94308
 emit x=1.6: integral 0.56347, formula 0.56345
 mean cosine x=0.4: integral 0.36445, formula 0.36439
scaled mobility at t=0.5: Boltzmann 6.0448
 simulation 6.0494 +- 0.0282
two-level relative error, t=0.10: 1.50e-04
two-level relative error, t=0.05: 9.43e-09
coefficient of t, full: 1.5272; 55/36 = 1.5278
coefficient of t, no in-scattering: 0.4165; 5/12 = 0.4167
mobilities in cm^2/(V s); lead = unit*(exp(w0/T)-1)
T(K)   t       N          full       lead       drifted
 60  0.1477  1.150e-03  3.312e+06  2.816e+06  5.661e+05
 80  0.1970  6.278e-03  6.022e+05  5.158e+05  1.344e+05
100  0.2462  1.752e-02  2.082e+05  1.848e+05  5.864e+04
150  0.3693  7.145e-02  4.578e+04  4.532e+04  2.033e+04
200  0.4924  1.511e-01  2.032e+04  2.144e+04  1.217e+04
300  0.7386  3.481e-01  8.952e+03  9.302e+03  7.240e+03
T(K)  full/lead  1+(55/36)t  share below w0  activation/w0
 60   1.1761     1.2257      0.99822         0.9956
 80   1.1674     1.3009      0.99023         1.0258
100   1.1267     1.3762      0.97121         1.0707
150   1.0101     1.5642      0.86833         1.1739
200   0.9480     1.7523      0.71711         1.2189
300   0.9624     2.1285      0.43361         1.1793
no test failed
```
